# Andreev and normal reflection at a superconducting contact, derived in two ways, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: matching the waves at the interface

A contact with one conducting channel and no barrier, joining a normal metal to a superconductor, has, at zero temperature, a differential conductance of 155.0 microsiemens at voltages inside the superconducting gap. If the superconductor is made normal, the same contact conducts 77.5 microsiemens. A strong barrier changes the picture completely. In the example below with barrier parameter $Z=5$, the conductance at half the gap is 0.027 of its normal-state value, while at one and a half times the gap it is 1.333 of that value. The last number is close to 1.342, the density of states of the superconductor at that energy relative to the normal metal.

These numbers follow from one scattering problem: an electron arrives from the normal side, and we ask what comes back.

### The model and its equations

Atomic units are used in the algebra, so $\hbar=m=e=1$, with $e$ the magnitude of the electron charge. The normal metal fills $x<0$ and the superconductor $x>0$. The one-electron operator is

$$h=-\tfrac12\partial_x^2+H\,\delta(x),$$

where $H$ is the strength of a thin barrier. Both sides have the same mass and the same chemical potential $\mu$. The pair potential is a step: zero for $x<0$, and a real constant $\Delta>0$ for $x>0$. It is given, not computed self-consistently. Nothing in the contact acts on the spin.

In mean-field theory the pairing energy is $\int\Delta(x)(\psi_\uparrow^\dagger\psi_\downarrow^\dagger+\psi_\downarrow\psi_\uparrow)\,dx$. The commutators of the field operators with the full Hamiltonian give

$$i\partial_t\psi_\uparrow=(h-\mu)\psi_\uparrow+\Delta\psi_\downarrow^\dagger,\qquad
i\partial_t\psi_\downarrow^\dagger=-(h-\mu)\psi_\downarrow^\dagger+\Delta\psi_\uparrow .$$

The minus sign appears because $\psi_\downarrow^\dagger$ stands to the left in the kinetic term. These equations are linear, so their solutions are built from pairs of functions $(u,v)e^{-iEt}$ that obey the Bogoliubov-de Gennes equations

$$(h-\mu)u+\Delta v=Eu,\qquad -(h-\mu)v+\Delta u=Ev .$$

Here $u$ is the amplitude of a spin-up electron and $v$ that of a hole, a missing spin-down electron. The energy $E$ is measured from the chemical potential of the superconductor.

Two currents are needed. Multiply the time-dependent equations by $u^*$ and $v^*$ and take imaginary parts. The kinetic terms give derivatives of currents, and the pairing terms give

$$\partial_t|u|^2=-\partial_x\,\mathrm{Im}(u^*u')+2\Delta\,\mathrm{Im}(u^*v),$$
$$\partial_t|v|^2=+\partial_x\,\mathrm{Im}(v^*v')+2\Delta\,\mathrm{Im}(v^*u).$$

Since $\mathrm{Im}(v^*u)=-\mathrm{Im}(u^*v)$, the pairing terms cancel in the sum. The probability current $J=\mathrm{Im}(u^*u'-v^*v')$ is therefore independent of $x$ in a stationary state. In the difference they add up, and for a stationary state

$$\partial_xQ=4\Delta\,\mathrm{Im}(u^*v),\qquad Q=\mathrm{Im}(u^*u'+v^*v').$$

$Q$ is the charge current of the quasiparticle, counted in electrons. It can change inside the superconductor.

### Waves on the two sides

On the normal side an electron has $k^2/2=\mu+E$ and moves in the direction of $k$. A hole has $E=\mu-k^2/2$, so its velocity is $dE/dk=-k$. A hole that moves to the left thus has positive $k$.

In the superconductor, put $(u,v)e^{iqx}$ into the equations and write $\xi=q^2/2-\mu$:

$$(\xi-E)u+\Delta v=0,\qquad \Delta u-(\xi+E)v=0 .$$

A nonzero solution requires $E^2=\xi^2+\Delta^2$. Take $E>0$ first and define $\Omega=\sqrt{E^2-\Delta^2}$ above the gap and $\Omega=i\eta$, $\eta=\sqrt{\Delta^2-E^2}$, inside it. The first equation gives $v/u=(E-\xi)/\Delta$. For $\xi=\Omega$ this ratio is

$$\alpha=\frac{E-\Omega}{\Delta},$$

and for $\xi=-\Omega$ it is $(E+\Omega)/\Delta=1/\alpha$, because $(E-\Omega)(E+\Omega)=\Delta^2$. The two kinds of wave are therefore $(u_0,v_0)$ and $(v_0,u_0)$ with $v_0/u_0=\alpha$. With the normalization $u_0^2+v_0^2=1$, written without moduli, and $\alpha^2=(E-\Omega)/(E+\Omega)$,

$$u_0^2=\frac1{1+\alpha^2}=\frac12\left(1+\frac{\Omega}{E}\right),\qquad v_0^2=\frac12\left(1-\frac{\Omega}{E}\right).$$

This normalization diverges at $E=0$, but the results depend on the ratio $\alpha$ alone and have a finite limit there.

The transmitted waves must leave the interface. Above the gap the velocity is $dE/dq=q\xi/E$, so the wave with $\xi=\Omega$ needs $q>0$ and the wave with $\xi=-\Omega$ needs $q<0$. Inside the gap the waves must decay for $x>0$. From $q^2=2(\mu\pm i\eta)$, to leading order in $\eta/\mu$,

$$q=\pm k_F+i\kappa,\qquad k_F=\sqrt{2\mu},\qquad \kappa=\eta/k_F .$$

The upper sign again belongs to $(u_0,v_0)$.

All wave numbers differ from $\pm k_F$ by relative amounts of order $E/\mu$ or $\Delta/\mu$. The Andreev approximation neglects these differences at the interface. The scattering state for an incident electron is then, near $x=0$,

$$x<0:\quad u=e^{ik_Fx}+b\,e^{-ik_Fx},\qquad v=a\,e^{ik_Fx},$$
$$x>0:\quad u=cu_0e^{ik_Fx}+dv_0e^{-ik_Fx},\qquad v=cv_0e^{ik_Fx}+du_0e^{-ik_Fx}.$$

The amplitude $b$ describes normal reflection. The amplitude $a$ describes Andreev reflection, the return of a hole.

### Solving the matching conditions

Both functions are continuous. Integrating the first equation over a small interval around $x=0$ gives $-\frac12[u'(0^+)-u'(0^-)]+Hu(0)=0$. The second gives the same condition for $v$, since its overall sign drops out. Each derivative therefore jumps by $2H$ times the function. With $Z=H/k_F$, and after division of the derivative conditions by $k_F$,

$$1+b=cu_0+dv_0,\qquad a=cv_0+du_0,$$
$$i(cu_0-dv_0)-i(1-b)=2Z(1+b),$$
$$i(cv_0-du_0)-ia=2Za .$$

Insert $a=cv_0+du_0$ into the term $-ia$ of the last equation. The parts with $c$ cancel and leave $-2idu_0=2Za$, so

$$du_0=iZa,\qquad cv_0=a-du_0=(1-iZ)a .$$

In the third equation write $1-b=2-(1+b)$ and replace $1+b$ by $cu_0+dv_0$. The parts $\mp idv_0$ cancel on the left, and

$$2icu_0-2i=2Z(cu_0+dv_0)\quad\Longrightarrow\quad (1+iZ)cu_0+iZdv_0=1 .$$

Now put in $c$ and $d$ in terms of $a$:

$$a\left[(1+Z^2)\frac{u_0}{v_0}-Z^2\frac{v_0}{u_0}\right]=1 .$$

Multiplication by $u_0v_0$ gives

$$a=\frac{u_0v_0}{\gamma},\qquad \gamma=u_0^2+Z^2(u_0^2-v_0^2),$$

and hence $c=u_0(1-iZ)/\gamma$ and $d=iZv_0/\gamma$. Finally

$$b=cu_0+dv_0-1=\frac{u_0^2-iZ(u_0^2-v_0^2)-\gamma}{\gamma}=-\frac{(Z^2+iZ)(u_0^2-v_0^2)}{\gamma}.$$

### Probabilities

The incident wave carries $J=k_F$. The reflected electron carries $-k_F|b|^2$. The hole has positive wave number, but the minus sign in $J$ gives $-k_F|a|^2$, as it should for a particle that moves left. The reflection probabilities are therefore $A=|a|^2$ and $B=|b|^2$.

Inside the gap, $J$ vanishes deep in the superconductor because the waves decay, and being constant it vanishes everywhere. Hence $A+B=1$. With $u_0^2-v_0^2=i\eta/E$ and $s=1+2Z^2$,

$$\gamma=\frac12\left(1+\frac{is\eta}{E}\right),\qquad |u_0v_0|^2=\frac14\left(1+\frac{\eta^2}{E^2}\right)=\frac{\Delta^2}{4E^2},$$

$$A=\frac{\Delta^2}{E^2+s^2(\Delta^2-E^2)},\qquad B=1-A\qquad(|E|<\Delta).$$

Above the gap define $N=E/\Omega$. Then $u_0^2-v_0^2=1/N$, $\gamma=\frac12(1+s/N)$ and $u_0^2v_0^2=\frac14(1-1/N^2)$. Using $4Z^2(1+Z^2)=s^2-1$,

$$A=\frac{N^2-1}{(N+s)^2},\qquad B=\frac{s^2-1}{(N+s)^2}\qquad(|E|>\Delta).$$

The rest is transmitted. Its current follows directly from $c$ and $d$:

$$C+D=\frac{|c|^2+|d|^2}{N}=\frac{u_0^2+Z^2}{N\gamma^2}=\frac{2(1+sN)}{(N+s)^2},$$

where $u_0^2+v_0^2=1$ was used. The numerators add up to $N^2+s^2+2sN=(N+s)^2$ once the two terms $-1$ cancel the $2$, so $A+B+C+D=1$.

For negative energy the choice of outgoing waves replaces $\alpha$ by $-\alpha^*$, with $\alpha$ taken at $|E|$. Division of $a$ and $b$ by $u_0^2$ shows that $A$ and $B$ depend on $|\alpha|$ and on $\alpha^2$ up to complex conjugation. They are therefore even in $E$, in this approximation.

### From reflection to conductance

Let the electrons that arrive from the normal side have their energies raised by $V>0$, with all of the voltage dropping at the contact. Their occupation is $f(E-V)$, where $f$ is the Fermi function. A spin-up electron leaving the contact to the left has three possible origins. It was a reflected electron, with probability $B$. It was an incoming hole converted by Andreev reflection. Or it came from the superconductor.

The hole is occupied when the spin-down electron at energy $-E$ is absent, with probability $1-f(-E-V)=f(E+V)$. Its conversion probability is also $A$: if $(u,v)$ solves the time-dependent equations, so does $(-v^*,u^*)$, which turns an incident electron at $E$ into an incident hole at $-E$, and $A$ is even. Conservation of $J$ makes the scattering matrix unitary, so the third origin has weight $1-A-B$.

In one dimension the density of states per direction and spin, $1/(2\pi|dE/dk|)$, cancels the velocity. Two spins give a prefactor $1/\pi$:

$$I=\frac1\pi\int\left\{(1-B)[f(E-V)-f(E)]+A[f(E)-f(E+V)]\right\}dE .$$

In the second term replace $E$ by $-E$. With $f(-y)=1-f(y)$ the bracket becomes $f(E-V)-f(E)$, and

$$I=\frac1\pi\int[f(E-V)-f(E)]\,g(E)\,dE,\qquad g=1+A-B .$$

At zero temperature the bracket is one for $0<E<V$ and zero elsewhere, so $dI/dV=g(V)/\pi$. Restoring units, $1/\pi$ is $2e^2/h$. Inside the gap $g=2A$. Above it, the numerator of $1+A-B$ is $(N+s)^2+N^2-s^2=2N(N+s)$. The result is

$$g=\frac{2\Delta^2}{E^2+s^2(\Delta^2-E^2)}\quad(|E|<\Delta),\qquad g=\frac{2N}{N+s}\quad(|E|>\Delta).$$

For a moderate barrier, $Z=0.5$, we have $s=1.5$. At $E=\Delta/2$, $A=1/(0.25+2.25\times0.75)=0.516$ and $g=1.032$. At $E=1.5\Delta$, $N=1.342$ and $g=2.683/2.842=0.944$.

### Where the charge goes

The factor $1+A-B$ is the charge current $Q/k_F$ on the normal side. An Andreev-reflected hole adds to the current because it carries the opposite charge in the opposite direction. $Q$ is continuous at the barrier, since the jump of the derivatives adds only the real quantity $2H(|u|^2+|v|^2)$. Inside the gap, $u$ and $v$ at $x>0$ are waves with wave numbers $\pm k_F$ times the common factor $e^{-\kappa x}$. The cross terms of opposite waves drop out of $\mathrm{Im}(u^*u')$, so

$$Q(x)=Q(0)\,e^{-2\kappa x}.$$

The charge missing from the quasiparticle enters the condensate, which a fixed $\Delta$ represents as a reservoir of pairs. At $E=0$ the decay length is $1/(2\kappa)=k_F/(2\Delta)=\mu/(k_F\Delta)$. For $\Delta=0.001$ eV, $\mu=5$ eV and $k_F=1.146$ per angstrom this is $5000/1.146$, about 4400 angstrom. The Fermi wavelength is $2\pi/k_F\approx5.5$ angstrom, so the decay length is about 800 Fermi wavelengths. The charge current falls only by a factor $e$ over this length, so inside the gap the superconductor must be several decay lengths long for the half-infinite model to apply. The value at $E=0$ is the shortest one: the length grows as $\Delta/\eta$ and diverges at the gap edge. Above the gap the waves do not decay at all. There the model requires that they do not return coherently from the far end of the superconductor; otherwise $g$ oscillates with energy and length.

## Second derivation: repeated reflection between barrier and superconductor

The symbols carried over are these. $E$ is the energy from the chemical potential, $\Delta$ the gap, $Z=H/k_F$ the barrier parameter and $s=1+2Z^2$. Further, $\Omega=\sqrt{E^2-\Delta^2}$ above the gap, $\Omega=i\eta$ with $\eta=\sqrt{\Delta^2-E^2}$ inside it, $N=E/\Omega$ above it, and $\alpha=(E-\Omega)/\Delta$ is the ratio of hole to electron amplitude in the superconducting wave $(u_0,v_0)$. $A$ and $B$ are the probabilities of Andreev and normal reflection. The conductance is $g=1+A-B$ in units of $2e^2/h$, and matching gave

$$g=\frac{2\Delta^2}{E^2+s^2(\Delta^2-E^2)}\quad(|E|<\Delta),\qquad g=\frac{2N}{N+s}\quad(|E|>\Delta).$$

The second route obtains $A$ and $B$ without solving the joint matching problem. Insert a layer of normal metal of length $L$ between the barrier and the superconductor, and let $L\to0$ at the end. The barrier then scatters electrons and holes separately, the clean interface converts one into the other, and the result is a sum over paths. It is enough to take $E>0$.

Matching the waves at a delta barrier has given the reflection probabilities and the conductance inside and above the gap. It remains to obtain them again by summing repeated reflections between barrier and superconductor, and to examine the limits of no barrier and a strong barrier.
